# Faster Terrace Diffusion and Second-Layer Nucleation Behind a Strong Edge Barrier

Before simulating how a film roughens, one must decide which activation barrier deserves the expensive calculation. Roughening starts when atoms that land on top of an island nucleate a second layer before they can step down. If the nucleation rate is taken as a constant times \(Dn^2\), with \(D\) the terrace diffusion coefficient and \(n\) the mean adatom density, an error of 0.05 eV in the terrace barrier looks serious at low temperature. If two atoms that share the island top meet almost surely before either leaves, and the edge-crossing rate is known independently of the terrace barrier, that error hardly matters for an island of given size, and the effort belongs to the barrier at the island edge. The following island decides between the two views for one set of numbers.

## The island and its numbers

The island top is a square of \(L\times L\) sites on a square lattice of spacing \(a\), with \(N=L^2\). Atoms land uniformly at a rate \(F\) per site, hence at a total rate \(\Phi=FN\). An atom hops to each neighbouring site at rate \(k_t\), so that \(D=k_ta^2\). Across each bond that leads off the island it steps down at rate \(k_e\), which corresponds to an edge-crossing velocity \(v=k_ea\). Atoms that step down do not return. Two atoms on the same site or on neighbouring sites form a stable, immobile nucleus; this is what irreversible nucleation means here. Until then they move independently.

The parameters are round numbers: \(L=16\), \(a=0.3\) nm (a side of 4.8 nm), \(F=0.02\) monolayer/s, temperature 150 K and a prefactor of \(10^{13}\) s\(^{-1}\) for every hop. The edge-crossing barrier is 0.30 eV, and the terrace barrier is first 0.20 eV, then 0.15 eV. With \(k_BT=0.01293\) eV the rates are

\[
k_e=833\ \mathrm{s^{-1}},\qquad k_t^{\rm slow}=1.91\times10^{6}\ \mathrm{s^{-1}},\qquad k_t^{\rm fast}=9.13\times10^{7}\ \mathrm{s^{-1}} .
\]

Diffusion becomes faster by a factor 47.9, from \(D=1.7\times10^{-9}\) to \(8.2\times10^{-8}\) cm²/s, while \(v=250\) nm/s is held fixed. Physically, the saddle between terrace sites is lowered, and the depth of the sites and the saddle at the edge stay where they are. The landing rate is \(\Phi=0.02\times256=5.12\) s\(^{-1}\).

## The rate from its definition

Let \(\nu_i\) be the mean time that an atom landing at random spends on site \(i\) if it meets no partner. Let \(g_i\) be the number of bonds that lead from site \(i\) off the island. Balancing losses and gains at site \(i\) gives

\[
k_t\sum_{j\sim i}(\nu_i-\nu_j)+k_eg_i\nu_i=\frac1N, \tag{1}
\]

where \(j\sim i\) runs over neighbours on the island. The mean residence time is \(\tau=\sum_i\nu_i\).

Let \(p_{ij}\) be the probability that atoms at \(i\) and \(j\) meet before either escapes. It equals 1 for pairs in contact. For every other pair the next event is a hop, which leads to a new pair, or an escape, which contributes zero, so that

\[
k_t\sum_{i'\sim i}(p_{ij}-p_{i'j})+k_t\sum_{j'\sim j}(p_{ij}-p_{ij'})+k_e(g_i+g_j)p_{ij}=0. \tag{2}
\]

When the mean adatom number \(\Phi\tau\) is small, site \(i\) is occupied with probability \(\Phi\nu_i\). A second atom lands at rate \(\Phi\), on each site \(j\) with probability \(1/N\). The nucleation rate in this dilute regime is therefore

\[
\omega=\Phi^2\sum_i\nu_i\,\frac1N\sum_jp_{ij}=\Phi^2\tau p, \tag{3}
\]

where \(p\) is the meeting probability averaged over the position of the first atom and the landing site of the second.

Equations (1) and (2) are linear. Solving (1) directly and (2) by conjugate gradients gives

\[
p_{\rm slow}=0.988,\quad \omega_{\rm slow}=0.1246\ \mathrm{s^{-1}};\qquad
p_{\rm fast}=0.99975,\quad \omega_{\rm fast}=0.1259\ \mathrm{s^{-1}} .
\]

Diffusion that is 48 times faster raises the nucleation rate by 1.1 %.

## What the mean-field rate counts

The density argument can be written on the same lattice. Let \(n_i=\Phi\nu_i\), and let \(c_{ij}\) be the number of single hops that bring a separated pair \((i,j)\) into contact. If atoms passed through each other, the mean number of ordered pairs on \((i,j)\) would be \(n_in_j\), and the rate of encounters would be

\[
\omega_{\rm mf}=\tfrac12\sum_{ij}n_in_j\,k_tc_{ij}, \tag{4}
\]

the factor \(\tfrac12\) correcting for counting each pair twice. This is the \(Dn^2\) law with its constant fixed by the lattice.

The sum \(C=\sum_{ij}c_{ij}\) can be found by counting the reverse hops, out of contact. From a shared site every hop leads to a neighbouring pair, which is still in contact. From a neighbouring pair each atom can separate by any of its hops except the one onto its partner. If site \(i\) has \(d_i\) neighbours, then

\[
C=\sum_{\substack{i,j\\ j\sim i}}(d_i+d_j-2)=2\sum_id_i^2-2\sum_id_i .
\]

The island has 196 interior sites with \(d=4\), 56 side sites with \(d=3\) and 4 corners with \(d=2\). Hence \(\sum d_i^2=3656\), \(\sum d_i=960\) and \(C=5392\).

For slow escape the density is nearly uniform. Its value follows from the limiting residence time derived below, \(\tau_0=L/(4k_e)=16/(4\times832.6\ \mathrm{s^{-1}})=4.80\) ms. The mean adatom number is \(\Phi\tau_0=0.0246\), and

\[
\omega_{\rm mf}\simeq\frac{5392}{2}\,(1.907\times10^6\ \mathrm{s^{-1}})\left(\frac{0.0246}{256}\right)^2\simeq47\ \mathrm{s^{-1}} .
\]

Equation (4) with the solved densities gives 47.6 s\(^{-1}\) for the slow terrace and 2271 s\(^{-1}\) for the fast one. The mean-field rate thus rises 48-fold, and it is already far too large at the start.

Dividing \(\omega_{\rm mf}\) by the rate \(\Phi^2\tau\) at which coexisting pairs arise gives the number of encounters per coexistence: 377 on the slow terrace and about 18,000 on the fast one. Faster diffusion multiplies these repeats. The first encounter already makes the nucleus, so the later ones never happen. A smaller constant in front of \(Dn^2\) could repair the rate at one value of \(D\), but it would leave the false 48-fold increase.

## The correct statement

Consider any finite connected island top with \(N\) sites and \(B\) outward edge bonds, in the model above. In the dilute regime, at fixed \(k_e\) and fixed island,

\[
\boxed{\;\omega\longrightarrow\omega_\infty=\Phi^2\tau_0,\qquad \tau_0=\frac{N}{Bk_e}\qquad\text{as }\frac{k_e}{k_t}\to0\;} \tag{5}
\]

For the square, \(B=4L\) and \(\tau_0=L/(4k_e)\). The limit does not contain \(D\). At a finite barrier a correction of relative order \(k_e/k_t\) remains, so the claim that faster diffusion does not raise nucleation holds as a limit and not as an identity.

The proof treats the two factors \(\tau\) and \(p\) in turn.

**Residence time.** Sum (1) over all sites. Each hopping term appears twice with opposite signs and cancels, which leaves

\[
k_e\sum_ig_i\nu_i=1. \tag{6}
\]

This says that every atom eventually leaves. Each term \(k_eg_i\nu_i\) is therefore at most 1, however large \(k_t\) is. Equation (1) then requires \(\sum_{j\sim i}(\nu_i-\nu_j)\) to be of order \(1/k_t\) at every site. On a finite connected island this forces all differences between the \(\nu_i\) to be of order \(1/k_t\). In the limit \(\nu_i\) is uniform, (6) gives \(k_eB\nu=1\), and \(\tau=N\nu\to N/(Bk_e)\).

**Meeting probability.** Let \(m_{ij}=1-p_{ij}\) be the probability that a pair misses. Let \(G_{ij,kl}\) be the mean time that a pair starting at \((i,j)\) spends at \((k,l)\) before it meets or one atom escapes. Escape from \((k,l)\) occurs at rate \(k_e(g_k+g_l)\), so

\[
m_{ij}=k_e\sum_{kl}G_{ij,kl}(g_k+g_l). \tag{7}
\]

Now close the edges, so that atoms are reflected there, and call the corresponding time \(G^0\). Opening the edges can only cut histories short, hence \(G\le G^0\). Hops in opposite directions have equal rates, hence \(G^0_{ij,kl}=G^0_{kl,ij}\). Average (7) over uniform, independent starting sites:

\[
\frac1{N^2}\sum_{ij}m_{ij}\le\frac{k_e}{N^2}\sum_{kl}(g_k+g_l)\sum_{ij}G^0_{kl,ij}.
\]

The inner sum is the total time before a pair starting at \((k,l)\) meets behind closed edges. Hopping is then the only process, so this time is \(T_{kl}/k_t\) with \(T_{kl}\) a pure number, finite on a finite connected island and zero for pairs in contact. The result is

\[
\frac1{N^2}\sum_{ij}m_{ij}\le c\,\frac{k_e}{k_t},\qquad c=\frac1{N^2}\sum_{kl}(g_k+g_l)T_{kl}. \tag{8}
\]

The average miss probability vanishes in the limit. The average in (3) weights the first atom by \(\nu_i/\tau\) instead of \(1/N\), but these weights agree up to relative order \(k_e/k_t\). Hence \(p\to1\), which together with \(\tau\to\tau_0\) proves (5).

## How the limit is approached

For the square the leading correction can be written out. Measure \(x\) and \(y\) from the centre in lattice spacings and try

\[
\nu=\nu_c-\frac{x^2+y^2}{4Nk_t}. \tag{9}
\]

In the interior, \((x+1)^2+(x-1)^2-2x^2=2\), and the same holds for \(y\). The hopping term in (1) is then \(k_t\times4/(4Nk_t)=1/N\), as required. At an edge site with \(x=(L-1)/2\) the outward hopping term is missing. It would have contributed

\[
\frac1{4N}\left[\left(\frac{L+1}2\right)^2-\left(\frac{L-1}2\right)^2\right]=\frac{L}{4N}=\frac1{4L},
\]

so \(k_e\nu\) must supply \(1/(4L)\) on each edge bond. By (6) it does so on average over the \(4L\) bonds. The deviations from this average are of order \(k_e/k_t\) and sum to zero, so they change \(\nu\) only at order \(k_e/k_t^2\).

The average of \(x^2+y^2\) over edge bonds is \((L-1)^2/4+(L^2-1)/12\), and over all sites it is \((L^2-1)/6\). The difference is

\[
\frac{(L-1)^2}{4}-\frac{L^2-1}{12}=\frac{(L-1)(L-2)}6 .
\]

The mean of \(\nu\) over the island thus exceeds its edge mean \(1/(4Lk_e)\) by \((L-1)(L-2)/(24Nk_t)\). Multiplying by \(N\),

\[
\tau=\frac{L}{4k_e}+\frac{(L-1)(L-2)}{24k_t}+O\!\left(\frac{k_e}{k_t^2}\right). \tag{10}
\]

To first order (8) becomes an equality, because \(G\) differs from \(G^0\) only by terms that vanish with \(k_e/k_t\). Multiplying \(\tau/\tau_0\) by \(p\) gives

\[
\frac{\omega}{\omega_\infty}=1+\left[\frac{(L-1)(L-2)}{6L}-c\right]\frac{k_e}{k_t}+\dots \tag{11}
\]

The two terms compete: slower diffusion lengthens the stay but lets more partners miss each other. For \(L=16\) the first term is \(210/96=2.19\). Solving for the closed-edge meeting times by conjugate gradients gives \(c=27.64\), so the bracket is \(-25.45\), and missed partners dominate. On the slow terrace \(k_e/k_t=4.37\times10^{-4}\), and (11) predicts \(\omega/\omega_\infty=0.98889\); the full solution gives 0.98905. With \(\omega_\infty=(5.12\ \mathrm{s^{-1}})^2\times4.80\ \mathrm{ms}=0.126\) s\(^{-1}\), the slow terrace lies about 1 % below the limit. That is all the room faster diffusion has.

The time scales show the same thing. Averaged over all starting pairs, the closed-edge meeting time is 28 µs on the slow terrace and 0.58 µs on the fast one, against a residence time of 4.8 ms.

## Where diffusion does matter

The condition for the limit is \(ck_e/k_t\ll1\), which for this island means \(k_t/k_e\gg28\). An edge step merely slower than a terrace hop is not enough. Solving (1) and (2) at fixed \(k_e\), \(\Phi\) and \(L\) gives:

| \(k_t/k_e\) | \(\tau/\tau_0\) | \(p\) | \(\omega/\omega_\infty\) |
|---:|---:|---:|---:|
| 0.1 | 18.3 | 0.149 | 2.72 |
| 1 | 2.83 | 0.176 | 0.50 |
| 10 | 1.21 | 0.364 | 0.44 |
| 100 | 1.02 | 0.794 | 0.81 |
| 1000 | 1.00 | 0.973 | 0.98 |
| 10000 | 1.00 | 0.997 | 1.00 |

In the first two rows the walk to the edge takes up most of the residence time. Faster diffusion then empties the island sooner, while \(p\) rises by only 18 %, and nucleation falls. From 10 to 100 the residence time is nearly settled but \(p\) more than doubles, so nucleation rises by a factor 1.8. Here faster diffusion does help nucleation, though far less than tenfold. Beyond that the rate levels off.

The result also depends on what is held fixed. Suppose the terrace barrier falls to 0.15 eV and the extra barrier at the edge stays at 0.10 eV, so that the crossing barrier falls to 0.25 eV. Then \(k_t\) and \(k_e\) both grow by the factor 47.9. Equation (2) contains only their ratio, so \(p\) is unchanged, while by (1) every \(\nu_i\) shrinks by that factor. The nucleation rate drops to \(0.1246/47.9=0.0026\) s\(^{-1}\). The same lowering of the terrace barrier raises nucleation by 1 % in one comparison and cuts it 48-fold in the other.

## Beyond the dilute rate, and growing islands

The dilute assumption can be relaxed while \(p\) is taken as 1. In the strong-barrier limit an atom spreads over the whole island long before it leaves, so it escapes at the constant rate \(\kappa=1/\tau_0\). Let \(W_0\) and \(W_1\) be the mean waiting times for a nucleus starting from an empty island and from one atom. Then

\[
W_0=\frac1\Phi+W_1,\qquad W_1=\frac1{\Phi+\kappa}+\frac{\kappa}{\Phi+\kappa}W_0,
\]

since the lone atom either escapes or is joined by a partner, which it meets at once on this time scale. Inserting the second equation into the first gives \(W_0\,\Phi/(\Phi+\kappa)=(2\Phi+\kappa)/[\Phi(\Phi+\kappa)]\), hence

\[
W_0=\frac2\Phi+\frac1{\Phi^2\tau_0}. \tag{12}
\]

This is again free of \(D\). Here \(W_0=0.39+7.94=8.33\) s.

An island that collects the atoms landing on a capture zone of \(N_c=1600\) sites would gain \(0.02\times1600\times8.33\simeq267\) sites in that time, more than its own area. The rate must therefore be followed as the island grows. With \(dN/dt=FN_c\), a square shape and the limiting dilute rate \(\omega=F^2N^{5/2}/(4k_e)\), the expected number of nuclei by size \(N\) is

\[
\Lambda=\int_0^N\frac{F^2N'^{5/2}}{4k_e}\frac{dN'}{FN_c}=\frac{FN^{7/2}}{14k_eN_c}. \tag{13}
\]

This gives \(\Lambda=0.29\) at 256 sites and \(\Lambda=1\) at 365 sites, a side of 5.7 nm. Allowing for the finite landing rate as in (12), with \(\Lambda\) read as minus the logarithm of the probability that no nucleus has yet formed, shifts these values to 0.28 and about 372 sites. The terrace rate is absent once more, provided \(N_c\) is held fixed. In a real film the capture zone is set by the spacing of first-layer islands, and this does depend on \(D\). If the first layer also nucleates irreversibly, with compact islands and immobile dimers, the usual mean-field scaling is \(N_c\propto(D/F)^{1/3}\). Diffusion faster by 47.9 then enlarges the capture zone by a factor 3.6. By (13) the size at \(\Lambda=1\) grows as \(N_c^{2/7}\), here by a factor 1.4, and the coverage \(N/N_c\) at which the second layer starts falls to about 0.4 of its former value.

## Beside a real film

The parameters are meant to lie in the rough regime of molecular-beam homoepitaxy of a close-packed metal well below room temperature. They describe no particular element, and the square lattice is a simplification. So is the compact shape: islands grown this cold are often ramified, because atoms move slowly along the step. The limit (5) still holds with the actual \(N\) and \(B\), but the values of \(\tau_0\) and \(c\) and the size law (13) are those of a compact square. One assumption with a large effect is the uniform edge. If one of the 64 edge bonds has a crossing barrier lower by 0.05 eV, solving (1) gives a residence time 0.58 times the old one, and the nucleation rate falls by roughly the same factor. A temperature higher by 5 K raises \(k_e\) by a factor 2.1 and lowers \(\omega_\infty\) by the same factor. Both effects far exceed the 1 % gained from faster diffusion. A still easier site can bring the terrace barrier back. If that one bond is lower by 0.10 eV, crossing it is as fast as a hop on the slow terrace, and the walk to it helps to limit the escape. Solving (1) and (2) with all edge rates held fixed then shows that the faster terrace lowers the nucleation rate by about a third if the easy bond lies at the middle of a side, and by about half if it lies at a corner.

Two other omissions are smaller here. The chance that a third atom lands during a typical search is about \(\Phi\times28\ \mu\mathrm{s}=1.4\times10^{-4}\). With an assumed dimer bond of 0.30 eV and six separating hops, the chance that a dimer breaks before the next landing is 0.02 % on the slow terrace and 0.9 % on the fast one. Dimer motion is left out and has not been sized.

For the decision at the start, the rule is conditional. Suppose that nucleation is irreversible and that atoms spread over the island and meet long before they leave, even through the easiest crossing site. For a uniform edge this means \(ck_e/k_t\ll1\) at the island size in question. If the edge-crossing rates are also known independently of the terrace barrier, accuracy in the nucleation rate on that island should be sought at the edge, including its easiest crossing sites. For the roughening of a whole film this is enough only if the spacing of the first-layer islands is also known, for instance from a measurement. Otherwise the terrace barrier still matters through \(N_c\). If the edge rate is instead obtained by adding an extra barrier to the terrace barrier, an error in the terrace barrier passes into \(k_e\) and changes the nucleation rate in full.
